# Which Electronic Charge Holds the Protons of H2+ Together?: a numerical check

```python
# Result under test: for a diatomic with clamped nuclei the force along the bond is
#   F = -dE/dR = ZA*ZB/R^2 - (1/2) * integral of f * density,
#   f = ZA*cos(thetaA)/rA^2 + ZB*cos(thetaB)/rB^2   (Berlin's function).
# Charge where f > 0 pulls the nuclei together (binding region); where f < 0 it
# drives them apart (antibinding region).  For equal nuclei the border is
#   xi^2 = eta^2 (3 - eta^2) / (3 eta^2 - 1).
# Symbols: R distance of the nuclei, A at z = -R/2, B at z = +R/2, s distance from
# the axis, xi = (rA + rB)/R = cosh(mu), eta = (rA - rB)/R = cos(nu).
# The algebra is in atomic units; printed numbers are in eV and angstrom.
import numpy as np
from numpy.polynomial.laguerre import laggauss, lagvander
from numpy.polynomial.legendre import leggauss, legvander
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc

HARTREE = pc["Hartree energy in eV"][0]
BOHR = pc["Bohr radius"][0] * 1e10
FORCE = HARTREE / BOHR
N_XI, N_ETA = 16, 17


def solve(R, ZA=1.0, ZB=1.0, level=0):
    """Total energy and wavefunction of one electron in the field of two nuclei."""
    big, small = max(ZA, ZB), min(ZA, ZB)
    a = R / 2 * np.sqrt(big**2 + 2 * small / R)
    x, wx = laggauss(24)
    xi = 1 + x / (2 * a)
    L = lagvander(x, N_XI - 1)
    dL = 2 * a * (L / 2 - np.cumsum(L, axis=1))
    y, wy = leggauss(24)
    P = legvander(y, N_ETA - 1)

    def in_xi(g, B):
        return (B.T * (wx * g / (2 * a))) @ B

    def in_eta(g):
        return (P.T * (wy * g)) @ P

    n = np.arange(N_ETA)
    bend = np.diag(2 * n * (n + 1) / (2 * n + 1))
    one_xi, one_eta = in_xi(1.0, L), in_eta(1.0)
    kinetic = R / 4 * (np.kron(in_xi(xi**2 - 1, dL), one_eta) + np.kron(one_xi, bend))
    attraction = -R**2 / 4 * ((ZA + ZB) * np.kron(in_xi(xi, L), one_eta)
                              + (ZB - ZA) * np.kron(one_xi, in_eta(y)))
    overlap = (R / 2)**3 * (np.kron(in_xi(xi**2, L), one_eta)
                            - np.kron(one_xi, in_eta(y**2)))
    E, c = eigh(kinetic + attraction, overlap, subset_by_index=[level, level])
    C = c[:, 0].reshape(N_XI, N_ETA) / np.sqrt(2 * np.pi)

    def psi(xi, eta):
        x = 2 * a * (xi - 1)
        radial = lagvander(x, N_XI - 1) @ C
        return np.exp(-x / 2) * np.sum(radial * legvander(eta, N_ETA - 1), axis=-1)

    return E[0] + ZA * ZB / R, psi


def slope(R, h=0.01, **kw):
    """dE/dR from energies alone."""
    e = [solve(R + k * h, **kw)[0] for k in (-2, -1, 1, 2)]
    return (e[0] - 8 * e[1] + 8 * e[2] - e[3]) / (12 * h)


def inward(s, z, R):
    """cos(theta)/r^2 at A and at B, straight from the geometry."""
    rA, rB = np.hypot(s, z + R / 2), np.hypot(s, z - R / 2)
    return (z + R / 2) / rA**3, (R / 2 - z) / rB**3


def berlin_nu(mu):
    S = np.sinh(mu)**2
    return np.arcsin(np.sqrt(4 * S / (2 + 3 * S + np.sqrt(4 + 4 * S + 9 * S**2))))


def berlin_mu(nu):
    w = np.sin(nu)**2
    return np.arcsinh(np.sqrt(w * (2 - w) / (2 - 3 * w)))


BERLIN = (berlin_nu, berlin_mu)
SLAB = (lambda mu: np.arcsin(np.tanh(mu)), lambda nu: np.arcsinh(np.tan(nu)))
T, WT = leggauss(48)
T, WT = (T + 1) / 2, WT / 2


def strip(start, end, low, high):
    u = start + (end - start) * T
    lo = low(u)
    span = high(u) - lo
    v = lo[:, None] + span[:, None] * T
    weight = (end - start) * WT[:, None] * span[:, None] * WT
    return np.array([np.repeat(u, len(T)), v.ravel(), weight.ravel()])


def cells(R, edge):
    """Quadrature points inside and outside a border running through both nuclei."""
    nu_edge, mu_edge = edge
    mu_max, nu1 = np.arccosh(1 + 45 / R), nu_edge(1.0)

    def zero(u):
        return 0 * u

    def middle(u):
        return 0 * u + np.pi / 2

    corner = strip(0, nu1, zero, mu_edge)[[1, 0, 2]]
    inner = [corner, strip(0, 1, lambda u: 0 * u + nu1, middle),
             strip(1, mu_max, nu_edge, middle)]
    outer = [strip(0, 1, zero, nu_edge), strip(1, mu_max, zero, nu_edge)]
    result = []
    for part in (inner, outer):
        mu, nu, wt = np.hstack(part)
        dV = (2 * np.pi * (R / 2)**3 * (np.sinh(mu)**2 + np.sin(nu)**2)
              * np.sinh(mu) * np.sin(nu) * wt)
        xi, eta = np.cosh(mu), np.cos(nu)
        s, z = R / 2 * np.sinh(mu) * np.sin(nu), R / 2 * xi * eta
        result.append((np.tile(xi, 2), np.r_[eta, -eta], np.tile(s, 2),
                       np.r_[z, -z], np.tile(dV, 2)))
    return result


def share(R, density, edge=BERLIN):
    """Charge inside, charge outside, pull from inside, pull from outside."""
    charge, pull = [], []
    for xi, eta, s, z, dV in cells(R, edge):
        q = density(xi, eta) * dV
        kA, kB = inward(s, z, R)
        charge.append(q.sum())
        pull.append(0.5 * np.sum(q * (kA + kB)))
    return np.array(charge + pull)


def squared(psi):
    return lambda xi, eta: psi(xi, eta)**2


def clouds(R, zeta):
    """Half an electron in a spherical 1s cloud on each proton."""
    def density(xi, eta):
        return zeta**3 / (2 * np.pi) * (np.exp(-zeta * R * (xi + eta))
                                        + np.exp(-zeta * R * (xi - eta)))
    return density


# Equilibrium from energies alone, then the local energy in Cartesian coordinates.
Re = brentq(slope, 1.8, 2.2, xtol=1e-10)
Ee, psi_g = solve(Re)


def cartesian(p):
    s = np.hypot(p[0], p[1])
    rA, rB = np.hypot(s, p[2] + Re / 2), np.hypot(s, p[2] - Re / 2)
    return psi_g((rA + rB) / Re, (rA - rB) / Re), 1 / rA + 1 / rB


for point in ([0.3, 0, 0.2], [0.8, 0.5, 0], [0.4, 0, 1.6], [0, 0.7, -1.9]):
    p, h = np.array(point, float), 1e-3
    value, attraction = cartesian(p)
    lap = sum(cartesian(p + h * e)[0] + cartesian(p - h * e)[0] - 2 * value
              for e in np.eye(3)) / h**2
    assert abs(-0.5 * lap / value - attraction + 1 / Re - Ee) < 2e-4

# Berlin's function in spheroidal form, and the sign of f on each side of the border.
for xi, eta in ((1.2, 0.1), (1.7, 0.8), (3.0, -0.5), (1.05, -0.9)):
    s = Re / 2 * np.sqrt((xi**2 - 1) * (1 - eta**2))
    direct = sum(inward(s, Re / 2 * xi * eta, Re))
    bracket = xi**2 * (1 - 3 * eta**2) + eta**2 * (3 - eta**2)
    derived = 8 * xi * bracket / (Re**2 * (xi**2 - eta**2)**3)
    assert abs(direct - derived) < 1e-10 * (1 + abs(direct))
inside, outside = cells(Re, BERLIN)
assert np.all(sum(inward(inside[2], inside[3], Re)) > 0)
assert np.all(sum(inward(outside[2], outside[3], Re)) < 0)
slab_in, slab_out = cells(Re, SLAB)
assert np.all(sum(inward(slab_in[2], slab_in[3], Re)) > 0)


def f_polar(theta, r):
    return sum(inward(r * np.sin(theta), r * np.cos(theta), Re))


cone = brentq(f_polar, 0.5, 1.3, args=(1000 * Re,), xtol=1e-12)
assert abs(cone - np.arccos(1 / np.sqrt(3))) < 1e-5

# Unequal charges: the force must not depend on how the displacement is shared.
ZA, ZB, R_model = 1.5, 1.0, 2.0
_, psi_m = solve(R_model, ZA, ZB)
pullA = pullB = 0.0
for xi, eta, s, z, dV in cells(R_model, BERLIN):
    kA, kB = inward(s, z, R_model)
    pullA += np.sum(psi_m(xi, eta)**2 * ZA * kA * dV)
    pullB += np.sum(psi_m(xi, eta)**2 * ZB * kB * dV)
F_model = -slope(R_model, ZA=ZA, ZB=ZB)
for lam in (0.0, 0.5, 1.0):
    trial = ZA * ZB / R_model**2 - (1 - lam) * pullA - lam * pullB
    assert abs(trial - F_model) < 2e-6


def f_axis(d):
    kA, kB = inward(0.0, 0.5 + d, 1.0)
    return ZA * kA + ZB * kB


closure = brentq(f_axis, 1, 10)
assert abs(closure - 1 / (np.sqrt(ZA / ZB) - 1)) < 1e-8

# Regional integrals of the exact density at equilibrium.
rep = 1 / Re**2
exact = share(Re, squared(psi_g))
assert abs(exact[:2].sum() - 1) < 1e-7
assert abs(exact[2:].sum() - rep) < 2e-6

# The same integrals on a spherical grid about B, sorted by the sign of f.
n = 700
t = (np.arange(n) + 0.5) / n
r, c = np.meshgrid(16 * t**2, 2 * t - 1, indexing="ij")
s, z = r * np.sqrt(1 - c**2), Re / 2 + r * c
rA = np.hypot(s, z + Re / 2)
q = psi_g((rA + r) / Re, (rA - r) / Re)**2
q = q * 2 * 2 * np.pi * r**2 * (32 * t[:, None] / n) * (2 / n) * (z > 0)
f = sum(inward(s, z, Re))
masked = [q[f > 0].sum(), q[f < 0].sum(),
          0.5 * (q * f)[f > 0].sum(), 0.5 * (q * f)[f < 0].sum()]
assert np.allclose(masked, exact, rtol=0, atol=2e-3)

# Spherical clouds against the shell-theorem formula; the lowest sigma_u state.
zeta_c = 1.25
for zeta in (1.0, zeta_c):
    got = share(Re, clouds(Re, zeta))[2:].sum()
    u = zeta * Re
    law = (1 - (1 + 2 * u + 2 * u**2) * np.exp(-2 * u)) / (2 * Re**2)
    assert abs(got - law) < 1e-7 and got < rep / 2
_, psi_u = solve(Re, level=1)
odd = share(Re, squared(psi_u))
assert abs(psi_u(np.array([1.5]), np.array([0.0]))[0]) < 1e-7
assert abs(rep - odd[2:].sum() + slope(Re, level=1)) < 2e-6
assert rep > odd[2:].sum()

# Only B moves: the border is then the plane through B.
xi, eta, s, z, dV = slab_out
kB = inward(s, z, Re)[1]
q = psi_g(xi, eta)**2 * dV
behind = np.sum((q * kB)[z > 0])
front = np.sum((q * kB)[z < 0])
xi, eta, s, z, dV = slab_in
front += np.sum(psi_g(xi, eta)**2 * inward(s, z, Re)[1] * dV)
assert abs(front + behind - rep) < 2e-6

# The force integrated over distance must return the energy difference.
R_far = 4.0 / BOHR
nodes, weights = leggauss(14)
work = 0.0
for x, w in zip(nodes, weights):
    R = Re + (R_far - Re) * (x + 1) / 2
    net = 1 / R**2 - share(R, squared(solve(R)[1]))[2:].sum()
    work -= w * (R_far - Re) / 2 * net
rise = solve(R_far)[0] - Ee
assert abs(work - rise) < 5e-6

print(f"H2+ equilibrium distance: {Re*BOHR:.4f} angstrom = {Re:.4f} bohr")
print(f"dissociation energy without zero-point: {(-0.5-Ee)*HARTREE:.4f} eV")
print(f"proton repulsion at equilibrium: {rep*FORCE:.3f} eV/angstrom")
mid = rep / (0.5 * sum(inward(0.0, 0.0, Re)))
print(f"midpoint charge that would balance it: {mid:.3f} electron")
print("Densities at the equilibrium distance")
print("pull > 0 draws protons together; net > 0 drives them apart")
cases = (("exact ground state", squared(psi_g)), ("free 1s clouds", clouds(Re, 1.0)),
         (f"contracted clouds, zeta={zeta_c}/bohr", clouds(Re, zeta_c)),
         ("lowest sigma_u state", squared(psi_u)))
table = []
for name, density in cases:
    b, sl = share(Re, density), share(Re, density, SLAB)
    table.append(np.r_[b, sl[0], sl[2]])
    net = round((rep - b[2:].sum()) * FORCE, 3) + 0.0
    print(f"{name}:")
    print(f"  electrons: binding {b[0]:.4f}, antibinding {b[1]:.4f}, slab {sl[0]:.4f}")
    print(f"  pull (eV/angstrom): binding {b[2]*FORCE:.3f}, "
          f"antibinding {b[3]*FORCE:.3f}, slab {sl[2]*FORCE:.3f}")
    print(f"  total pull {b[2:].sum()*FORCE:.3f}, net force {net:.3f} eV/angstrom")
for k, name in ((1, "free"), (2, "contracted")):
    d = table[0] - table[k]
    print(f"exact minus {name} clouds:")
    print(f"  electrons: binding {d[0]:+.4f}, slab {d[4]:+.4f}")
    print(f"  pull (eV/angstrom): binding {d[2]*FORCE:+.3f}, "
          f"antibinding {d[3]*FORCE:+.3f}, slab {d[5]*FORCE:+.3f}")
print("Only proton B moved, border = plane through B:")
print(f"  pull from front {front*FORCE:.3f}, from behind {behind*FORCE:.3f} eV/angstrom")
print("Exact ground state at other distances (forces in eV/angstrom)")
print("R/angstrom  N_binding  binding  antibinding  repulsion  net")
for R_ang in (0.6, 0.8, 1.5, 2.0, 3.0):
    R = R_ang / BOHR
    b = share(R, squared(solve(R)[1]))
    net = 1 / R**2 - b[2:].sum()
    assert abs(net + slope(R)) < 2e-6
    print(f"{R_ang:.1f}  {b[0]:.4f}  {b[2]*FORCE:.3f}  {b[3]*FORCE:.3f}  "
          f"{FORCE/R**2:.3f}  {net*FORCE:.3f}")
print(f"work against the force, equilibrium to {R_far*BOHR:.1f} angstrom: "
      f"{work*HARTREE:.4f} eV")
print(f"energy difference over the same path: {rise*HARTREE:.4f} eV")
print("Border at equilibrium: distance from axis, distance beyond proton plane")
for s_ang in (0.5, 1.0, 2.0):
    s = s_ang / BOHR
    z = brentq(lambda z: sum(inward(s, z, Re)), Re / 2, 3 * s + Re)
    rA, rB = np.hypot(s, z + Re / 2), np.hypot(s, z - Re / 2)
    x2, e2 = ((rA + rB) / Re)**2, ((rA - rB) / Re)**2
    assert abs(x2 - e2 * (3 - e2) / (3 * e2 - 1)) < 1e-7 * x2
    print(f"  {s_ang:.1f} angstrom, {(z-Re/2)*BOHR:.4f} angstrom")
print(f"far cone angle from the axis: {np.degrees(cone):.3f} degrees")
print(f"charges {ZA} and {ZB}: region behind the lighter closes at {closure:.3f} R")
print("verified")
```

Output:

```
H2+ equilibrium distance: 1.0569 angstrom = 1.9972 bohr
dissociation energy without zero-point: 2.7928 eV
proton repulsion at equilibrium: 12.892 eV/angstrom
midpoint charge that would balance it: 0.250 electron
Densities at the equilibrium distance
pull > 0 draws protons together; net > 0 drives them apart
exact ground state:
  electrons: binding 0.7232, antibinding 0.2768, slab 0.6380
  pull (eV/angstrom): binding 25.456, antibinding -12.565, slab 25.307
  total pull 12.892, net force 0.000 eV/angstrom
free 1s clouds:
  electrons: binding 0.5953, antibinding 0.4047, slab 0.4724
  pull (eV/angstrom): binding 16.711, antibinding -11.805, slab 16.538
  total pull 4.906, net force 7.986 eV/angstrom
contracted clouds, zeta=1.25/bohr:
  electrons: binding 0.5837, antibinding 0.4163, slab 0.4881
  pull (eV/angstrom): binding 24.338, antibinding -18.699, slab 24.178
  total pull 5.639, net force 7.253 eV/angstrom
lowest sigma_u state:
  electrons: binding 0.3553, antibinding 0.6447, slab 0.2281
  pull (eV/angstrom): binding 13.345, antibinding -16.862, slab 13.168
  total pull -3.517, net force 16.409 eV/angstrom
exact minus free clouds:
  electrons: binding +0.1279, slab +0.1656
  pull (eV/angstrom): binding +8.745, antibinding -0.760, slab +8.769
exact minus contracted clouds:
  electrons: binding +0.1395, slab +0.1498
  pull (eV/angstrom): binding +1.118, antibinding +6.135, slab +1.130
Only proton B moved, border = plane through B:
  pull from front 26.572, from behind -13.681 eV/angstrom
Exact ground state at other distances (forces in eV/angstrom)
R/angstrom  N_binding  binding  antibinding  repulsion  net
0.6  0.6983  41.290  -18.835  39.999  17.544
0.8  0.7146  32.594  -15.175  22.499  5.081
1.5  0.7168  18.781  -10.648  6.400  -1.733
2.0  0.6895  15.335  -10.229  3.600  -1.506
3.0  0.6135  13.345  -11.177  1.600  -0.568
work against the force, equilibrium to 4.0 angstrom: 2.6942 eV
energy difference over the same path: 2.6942 eV
Border at equilibrium: distance from axis, distance beyond proton plane
  0.5 angstrom, 0.0771 angstrom
  1.0 angstrom, 0.3236 angstrom
  2.0 angstrom, 0.9614 angstrom
far cone angle from the axis: 54.736 degrees
charges 1.5 and 1.0: region behind the lighter closes at 4.449 R
verified
```
